# Why the Static Density Response Exceeds Its Free Value near 2kF

## The situation

Apply a weak static potential of wavevector $q$ to a uniform electron gas. At long wavelength the electrons respond much less than independent electrons would, because the density they pile up repels further electrons. At the densities treated here, for $q$ from about twice the Fermi wavevector $k_F$ upward, this ordering reverses, most visibly at low density: the interacting gas responds slightly more than the free gas, although every pair of electrons still repels.

We consider the unpolarized gas at zero temperature, in a stable uniform ground state, and use Hartree atomic units. The density is $n=k_F^3/(3\pi^2)=3/(4\pi r_s^3)$. We write $Q=q/k_F$ and $v=4\pi/q^2$.

## When the response exceeds the free value

Let $n_1$ be the Fourier component of the induced density and $V$ that of the applied potential. The response $\chi=n_1/V$ is negative, since density moves to where the potential is low. Let $\chi_0$ be the response of free electrons at the same density. The local field factor $G(q)$ is defined by letting free electrons respond to an effective potential:

$$n_1=\chi_0\,[V+v(1-G)n_1].$$

The term $vn_1$ is the electrostatic potential of the induced density, and $-vGn_1$ is the exchange-correlation correction. Collecting the terms in $n_1$ and dividing by $V$ gives

$$\chi=\frac{\chi_0}{1-v(1-G)\chi_0},\qquad
\frac{\chi}{\chi_0}=\frac{1}{1+v(1-G)|\chi_0|}.$$

Both responses are negative in a stable gas, so the last denominator is positive. The ratio therefore exceeds one exactly when the denominator is below one, that is, when $G>1$. The induced field then assists the applied potential instead of opposing it. The "attraction" $v(1-G)<0$ acts between density changes; it is not a bare force between two electrons.

The free response sets the size of the effect. To first order, the potential mixes an occupied orbital $\mathbf k$ with $\mathbf k\pm\mathbf q$. Mixing between two occupied orbitals cancels in the sum. The two signs contribute equally, and so do the two spins, hence

$$\chi_0=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{\mathbf k\cdot\mathbf q+q^2/2},$$

taken as a principal value. The angular integral is $(kq)^{-1}\ln|(q+2k)/(q-2k)|$, and the prefactor is $4\cdot2\pi/(2\pi)^3=1/\pi^2$:

$$\chi_0=-\frac{1}{\pi^2q}\int_0^{k_F}k\ln\left|\frac{k+q/2}{k-q/2}\right|dk.$$

An antiderivative of the integrand is $\tfrac12(k^2-q^2/4)\ln|\cdots|+qk/2$, which vanishes at $k=0$. With $x=q/(2k_F)$,

$$\chi_0=-\frac{k_F}{\pi^2}F(x),\qquad
F=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

The strength of the feedback is therefore

$$v|\chi_0|=\frac{4F}{\pi k_FQ^2}.$$

At fixed $Q$ it grows as $1/k_F$, or in proportion to $r_s$. This is one reason why the effect is larger at low density.

## Why $G$ reaches one near $2k_F$

For slowly varying density, let $w(n)$ be the energy per volume without the electrostatic part. Minimizing the total energy to first order in $n_1$ gives $w''n_1+vn_1+V=0$, so $-1/\chi=w''+v$. Inverting the definition of $G$ gives $-1/\chi=-1/\chi_0+v-vG$. For free electrons $-1/\chi_0$ is the kinetic part of $w''$. What remains is

$$G\to-\frac{q^2}{4\pi}\,w_{xc}''(n)\qquad(q\to0).$$

The exchange part can be written down explicitly. The exchange hole around an electron is $-(n/2)[3j_1(k_Fr)/(k_Fr)]^2$, where $j_1$ is a spherical Bessel function. Half its electrostatic energy with the electron is

$$e_x=-\frac n4\,\frac{4\pi\cdot9}{k_F^2}\int_0^\infty\frac{j_1^2(y)}{y}\,dy
=-\frac{9\pi n}{4k_F^2}=-\frac{3k_F}{4\pi},$$

because the integral equals $1/4$. Thus $w_x=ne_x\propto n^{4/3}$, with $w_x'=\tfrac43e_x=-k_F/\pi$. Since $dk_F/dn=k_F/(3n)=\pi^2/k_F^2$, we have $w_x''=-\pi/k_F^2$. Adding correlation, with $\mu_c=d(ne_c)/dn$ and $e_c$ the correlation energy per electron,

$$G\to AQ^2,\qquad A=\frac14-\frac{k_F^2}{4\pi}\frac{d\mu_c}{dn}.$$

At small $q$, exchange alone gives $G=(q/2k_F)^2$. If this quadratic law is continued, it reaches one at $q=2k_F$ for every density. Correlation raises $A$ to between 0.268 and 0.307 for $r_s$ from 2 to 10, which moves the estimate to $k_F/\sqrt A$, between $1.93k_F$ and $1.81k_F$. These figures only suggest the scale of the crossing, because a small-$q$ law is being used far from $q=0$. The full first-order exchange $G$ leaves the quadratic law well before $2k_F$: it is 0.83 at $1.5k_F$, where the law gives 0.56, crosses one at $1.60k_F$ and reaches about 1.97 at $1.95k_F$. It then drops steeply: it is 1.21 at $q=2.02k_F$, 0.86 at $2.1k_F$ and 0.44 at $3k_F$, and it tends to $1/3$. That the edge lies near $2k_F$ rather than $1.6k_F$, and that $G$ stays above one beyond $2k_F$, must therefore both come from effects beyond first-order exchange.

## Why the excess survives at large $q$

Let $S(q,\omega)$ be the spectrum, per electron, of the excitations created by $\rho_q^\dagger=\sum_je^{i\mathbf q\cdot\mathbf r_j}$. First-order perturbation theory gives

$$\chi=-2n\int_0^\infty\frac{S(q,\omega)}{\omega}\,d\omega,$$

where the factor 2 comes from $+\mathbf q$ and $-\mathbf q$. At large $q$ most of the spectrum lies near the recoil energy $\omega_0=q^2/2$. The interaction commutes with $\rho_q^\dagger$, so

$$[H,\rho_q^\dagger]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\right).$$

Three moments $M_k=\int\omega^kS\,d\omega$ are needed.

- $M_0=S(q)=1+O(q^{-4})$. The correction comes from the cusp in the pair density where two electrons meet, whose Fourier transform falls as $q^{-4}$.
- $M_1=q^2/2$. The double commutator of $H$ with $\rho_q^\dagger$ and $\rho_q$ gives $q^2$ per electron, and inversion symmetry assigns half of it to each ordering.
- $M_2=q^4/4+q^2\langle(\mathbf p\cdot\hat{\mathbf q})^2\rangle+O(1)$. This is the squared norm of the commutator acting on the ground state. The term linear in $\mathbf p$ averages to zero. Terms from different electrons carry the cusp factor $q^{-4}$ and at most four powers of $q$.

Now set $\delta=(\omega-\omega_0)/\omega_0$ and expand $1/\omega=\omega_0^{-1}(1-\delta+\delta^2-\dots)$. The moments give

$$\langle\delta\rangle=\frac{M_1}{\omega_0}-M_0=O(q^{-4}),$$

$$\langle\delta^2\rangle=\frac{M_2}{\omega_0^2}-\frac{2M_1}{\omega_0}+M_0
=\frac{4\langle(\mathbf p\cdot\hat{\mathbf q})^2\rangle}{q^2}+O(q^{-4}).$$

We assume that the remainder of the expansion, including spectral weight far from $\omega_0$, is of higher order. Then, with $t$ the kinetic energy per electron and $\langle(\mathbf p\cdot\hat{\mathbf q})^2\rangle=\langle p^2\rangle/3=2t/3$,

$$\chi\to-\frac{4n}{q^2}\left(1+\frac{8t}{3q^2}\right).$$

The physical content is simple. Moving electrons spread the excitation energies around an unchanged mean, and a spread raises the average of $1/\omega$. The free gas has the same form with its own kinetic energy $t_0$. Dividing the two,

$$\frac{\chi}{\chi_0}-1\to\frac{8t_c}{3q^2},\qquad t_c=t-t_0.$$

The free ground state has the lowest kinetic energy at given density. The interacting state is a different state, so $t_c>0$.

To obtain $t_c$ from the energy $e=t+u$ per electron, scale all lengths with $r_s$. The kinetic operator scales as $r_s^{-2}$ and the Coulomb operator as $r_s^{-1}$. The change of the wavefunction does not contribute to first order, so $r_s\,de/dr_s=-2t-u=-t-e$, or $t=-d(r_se)/dr_s$. The free kinetic energy returns $t_0$, and exchange, proportional to $1/r_s$, returns zero. Hence $t_c=-d(r_se_c)/dr_s$.

For the local field, the leading excess is $v(G-1)|\chi_0|\to(16\pi n/q^4)(G-1)$. Equating this to $8t_c/(3q^2)$ gives

$$G\to\frac{t_c\,q^2}{6\pi n}=CQ^2,\qquad C=\frac{\pi t_c}{2k_F}>0,$$

up to a constant. So $G$ exceeds one at sufficiently large $q$, and the region $G>1$ has no final upper edge. This argument does not decide whether $G$ dips below one at intermediate $q$; for the fit used below, with $r_s$ from 2 to 10, it does not. The sizeable excess is what remains confined, because it vanishes as $q^{-2}$ at large $q$. With the fit below, this asymptotic form holds within 5% from about $9.3k_F$ at $r_s=2$, $5.9k_F$ at $r_s=5$ and $4.1k_F$ at $r_s=10$; near $3.3k_F$ the excess falls faster than $q^{-2}$, in a way that depends on the fit.

This law was tested on a system that involves no fitted $G$: two opposite-spin particles on a ring of length $2\pi$ bohr, with repulsive matrix elements $U/(k-k')^2$ and $U=1$ hartree. This interaction produces the same $q^{-4}$ order of corrections as the Coulomb case in three dimensions. The free pair has no kinetic energy, and in one dimension the predicted excess is $4\langle p^2\rangle/q^2$. Diagonalization gives $\chi/\chi_0=0.094$ at $q=1$ bohr$^{-1}$ but 1.0034 at $q=20$ bohr$^{-1}$. At $q=80$ bohr$^{-1}$ the excess times $q^2$ is 1.3492 bohr$^{-2}$, against a predicted limit of 1.3489 bohr$^{-2}$. Repulsion alone can thus suppress the response at small $q$ and enhance it at large $q$. The pair has no Fermi sea, and its ratio is irregular in between (2.08, 1.00 and 1.11 at $q=2$, 3 and 4 bohr$^{-1}$), so it tests the large-$q$ law only, not the position of the edge or the size of the excess in the gas.

## Where the enhancement lies

Between the two limits we use the Corradini–Del Sole–Onida–Palummo fit to quantum Monte Carlo data, with Perdew–Wang correlation energies:

$$G=CQ^2+\frac{BQ^2}{g+Q^2}+\alpha Q^4e^{-\beta Q^2},$$

$$g=\frac{B}{A-C},\quad \alpha=\frac{1.5}{r_s^{1/4}}\frac{A}{Bg},\quad \beta=\frac{1.2}{Bg},$$

$$B=\frac{1+2.15s+0.435s^3}{3+1.57s+0.409s^3},\qquad s=\sqrt{r_s}.$$

At small $Q$ the first two terms give $C+B/g=A$, as required. Solving $G=1$ and following $\chi/\chi_0$ gives this table, with wavevectors in units of $k_F$:

| $r_s$ | edge | peak | $\chi/\chi_0$ at peak | half-height range |
|---|---|---|---|---|
| 2 | 2.09 | 2.46 | 1.007 | 2.17–3.32 |
| 3 | 2.01 | 2.41 | 1.020 | 2.10–3.28 |
| 4 | 1.98 | 2.41 | 1.033 | 2.07–3.31 |
| 5 | 1.97 | 2.40 | 1.046 | 2.06–3.32 |
| 6 | 1.96 | 2.40 | 1.059 | 2.05–3.33 |
| 8 | 1.95 | 2.40 | 1.085 | 2.05–3.34 |
| 10 | 1.95 | 2.40 | 1.110 | 2.05–3.33 |

In a scan of $r_s$ in steps of 0.25 and $Q$ up to 60, $G$ crosses one once and does not return. Beyond that range the first two terms of the fit keep rising and the third is positive. The half-height range, where the excess is above half its peak, is therefore the useful meaning of "window": roughly $2.1k_F$ to $3.3k_F$ for this fit.

The peak lies above the edge because the excess is governed by the product $v|\chi_0|(G-1)$. The second factor starts from zero at the edge, while the product must fall again at large $q$. At $q=2k_F$ itself the excess is small, and for $r_s=2$ and 3 the ratio is still slightly below one.

The edge is less certain than its digits suggest. Shifting $G$ by a trial amount of $\pm0.05$, which is not a quoted error of the fit, moves the edge between 1.99 and 2.21 at $r_s=2$, and between 1.88 and 2.01 at $r_s=10$. At every tabulated density this range includes $2k_F$. A shift of that size thus leaves open on which side of $2k_F$ the edge lies.

The shape of the interpolation matters more. The Moroni–Ceperley–Senatore form $G=\{[(A-C)^{-8}+(Q^2/B)^8]^{-1/8}+C\}Q^2$ has the same $A$, $B$ and $C$. At $r_s=2$, 5 and 10 it puts the edge at 2.16, 1.90 and 1.82, the peak at 2.85, 2.20 and 2.10 with $\chi/\chi_0=1.005$, 1.046 and 1.152, and the half-height range at 2.27–5.15, 1.96–3.19 and 1.89–2.85. The nearly constant peak position and window of the table are therefore features of the fit, uncertain by several tenths of $k_F$ or more.

## Worked numbers at $r_s=5$

Here $k_F=0.3838$ bohr$^{-1}$, and the edge lies at 0.755 bohr$^{-1}$, or 1.43 Å$^{-1}$. Responses below are in hartree$^{-1}$ bohr$^{-3}$ and interactions in hartree bohr$^3$.

At $q=k_F$, $G=0.2934$ and $v=85.30$. The effective interaction is $85.30\times0.7066=60.27$, which is repulsive. With $\chi_0=-0.035467$ the feedback is $v(1-G)\chi_0=-2.138$, and

$$\frac{\chi}{\chi_0}=\frac{1}{1+2.138}=0.319.$$

At $q=2.5k_F$, the coefficients $A=0.2859$, $B=0.9628$ and $C=0.0509$ give $g=4.10$, $\alpha=0.0727$ and $\beta=0.304$. The three terms of the fit are

$$G=0.318+0.582+0.424=1.324.$$

Now $v(1-G)=13.647\times(-0.3238)=-4.419$. With $\chi_0=-0.009832$ the feedback is $+0.0435$, and

$$\frac{\chi}{\chi_0}=\frac{1}{1-0.0435}=1.045.$$

The feedback has changed sign and is also about fifty times weaker. This is why the enhancement is a few percent, while the suppression at $q=k_F$ is a factor of three.

## What to do in practice

**Do not set $G=0$ near $2k_F$ at low density.** At $q=2k_F$, $F=1/2$ and $v|\chi_0|=1/(2\pi k_F)$, which is 0.829 at $r_s=10$. Setting $G=0$, the random-phase approximation, gives $\chi/\chi_0=1/1.829=0.55$. The fit gives 1.03.

**Do not continue the local-density kernel this far without a check.** It corresponds to $G=AQ^2$ at all $q$. At the same point $G=4\times0.3067=1.227$, and the ratio becomes $1/(1-0.829\times0.227)=1.23$. The enhancement is then much too large relative to the fit. At large $q$ the local kernel replaces $C$ by $A$, which overstates the leading excess by $0.3067/0.0537\approx5.7$.

**Keep $G$ and the reference response together.** The growth $CQ^2$ belongs to a $\chi_0$ built from free occupation numbers. If the reference is built from the occupations of the interacting gas, it already contains the kinetic energy $t$. The leading difference then cancels, and the corresponding $G$ has no $Q^2$ growth at large $q$.

**Stay within the range of the result.** The locations above hold for this fit, for static fields, and for the unpolarized gas at zero temperature with $r_s$ from 2 to 10. A frequency-dependent response needs a frequency-dependent $G$, and the large-$q$ argument given here applies to the static one. The full coefficients and sensitivities are listed in the numerical output.

## Numbers as computed

```
Coefficients; rs in bohr, kF in 1/bohr, others dimensionless
rs     kF       A       B       C      G(2kF)  chi/chi0(2kF)
 2.0  0.9596  0.2677  0.8265  0.0402  0.9578   0.9930
 3.0  0.6397  0.2745  0.8903  0.0457  0.9955   0.9989
 4.0  0.4798  0.2805  0.9329  0.0489  1.0135   1.0045
 5.0  0.3838  0.2859  0.9628  0.0509  1.0237   1.0099
 6.0  0.3199  0.2908  0.9847  0.0521  1.0300   1.0151
 8.0  0.2399  0.2994  1.0137  0.0533  1.0368   1.0250
10.0  0.1919  0.3067  1.0314  0.0537  1.0398   1.0341
Lower edge G = 1, all q in units of kF; rs in bohr
rs    edge   1/sqrt(A)  edge(G+0.05)  edge(G-0.05)
 2.0   2.087    1.933      1.985        2.207
 3.0   2.007    1.909      1.929        2.090
 4.0   1.980    1.888      1.909        2.054
 5.0   1.967    1.870      1.899        2.037
 6.0   1.959    1.854      1.893        2.028
 8.0   1.951    1.828      1.885        2.018
10.0   1.947    1.806      1.881        2.014
Excess of chi/chi0 over 1; q in units of kF; rs in bohr
rs   q_peak  chi/chi0 at peak  half-height from   to
 2.0   2.458     1.0074            2.168     3.321
 3.0   2.414     1.0199            2.095     3.284
 4.0   2.406     1.0331            2.072     3.305
 5.0   2.404     1.0462            2.060     3.321
 6.0   2.402     1.0593            2.054     3.330
 8.0   2.400     1.0850            2.048     3.335
10.0   2.399     1.1101            2.046     3.331
Example rs = 5.0 bohr, n = 0.001910 bohr^-3
tc = 0.012436 hartree per electron
q = 1.0 kF = 0.3838 1/bohr: G = 0.2934
  v = 85.296, v(1-G) = 60.271 hartree bohr^3
  chi0 = -0.035467, chi = -0.011304 1/(hartree bohr^3)
  v(1-G)chi0 = -2.1376, chi/chi0 = 0.3187
q = 2.5 kF = 0.9596 1/bohr: G = 1.3238
  v = 13.647, v(1-G) = -4.419 hartree bohr^3
  chi0 = -0.009832, chi = -0.010279 1/(hartree bohr^3)
  v(1-G)chi0 = 0.0435, chi/chi0 = 1.0454
edge at rs = 5: 0.7550 1/bohr = 1.4268 1/angstrom
Pair on ring of length 2 pi bohr, U = 1.0 hartree
  <p^2> per particle = 0.33722 bohr^-2
  q = 1 1/bohr: chi/chi0 = 0.093735
  q = 20 1/bohr: chi/chi0 = 1.003386
  q = 80 1/bohr: chi/chi0 = 1.000211
  (chi/chi0-1)q^2 at q = 80: 1.34925 bohr^-2
  predicted limit 4<p^2> = 1.34889 bohr^-2
```
